\section*{Averaging Bethe–Salpeter spectra over shifted k-grids versus one dense grid, part 2}

The Bethe--Salpeter equation (BSE) for an exciton can be solved on one dense $k$-grid, or on shifted coarse grids that together contain the same $k$-points, with the spectra averaged over the shifts. The question is how the two results differ.

The BSE is taken in the Tamm--Dancoff form at zero exciton momentum with a static kernel, and $W$ is the screened interaction. The lattice constant $a$ is the unit of length, energies $E$ are measured from the gap, and $E_b=-E$ is the binding energy. The reduced mass is $\mu$ and the dielectric constant $\varepsilon$. A coarse grid has $N$ points per direction, there are $M$ shifts per direction, and the dense grid has $L=NM$ points per direction. For a grid of $n$ points, BSE matrix $H$ and dipole vector $d$, the spectral function is
\begin{equation}
G(z)=\frac1n\,d^\dagger (H-z)^{-1}d,\qquad z=\omega+i\eta .
\label{eq:G}
\end{equation}

The worked example so far is a chain with transition energy $E_k=2t(1-\cos k)$, a contact attraction $U$ and shifts $\theta=2\pi\sigma/M$, $\sigma=0,\dots,M-1$. Unrolling the closed walks that give the spectral moments showed that the shift average describes a ring of $NM$ sites with a well $-U$ at every multiple of $N$, while the dense problem has one well. Let $s=U/2t=\sinh\kappa_0$, $c=\cosh\kappa_0$, $T=s/c$ and $x=e^{-N\kappa_0}$. To first order in $x$ the binding energy changes from its $N\to\infty$ value by
\begin{equation}
\delta E_b=A\cos\theta,\qquad A=2t\,s\cdot2Tx=\frac{4t\,x\,s^2}{c}.
\label{eq:A}
\end{equation}
For $M\ge3$ the mean over shifts is, to second order,
\begin{equation}
\langle\delta E_b\rangle=2tx^2T^2\Big(\frac1c-2Ns\Big),
\label{eq:mean}
\end{equation}
which is negative wherever the expansion in $x$ applies.

\section{The general statement}

The array of wells found by unrolling the walks is not special to the chain. Consider a lattice in $d$ dimensions with primitive vectors $\mathbf a_i$ and reciprocal vectors $\mathbf b_i$, $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. The dense grid is $\mathbf k=\sum_in_i\mathbf b_i/L$, and the shift class $\boldsymbol\sigma$ contains the points with $n_i\equiv\sigma_i\pmod M$. The pair states are $|vc\mathbf k\rangle$, and on a grid of $n$ points
\begin{equation}
H=H_0+\frac1n\mathcal K,\qquad H_0=(E_{c\mathbf k}-E_{v\mathbf k})\,\delta_{vv'}\delta_{cc'}\delta_{\mathbf{kk}'} .
\end{equation}
The assumption is that $E_{n\mathbf k}$, $d_{vc\mathbf k}$ and the kernel $\mathcal K_{vc\mathbf k,v'c'\mathbf k'}$ are properties of the infinite crystal, the same functions of $\mathbf k$ and $\mathbf k'$ on every grid. The divergent $q=0$ element of a Coulomb kernel needs a grid-dependent prescription and is treated in the next section. Let $K=\mathcal K/L^d$ be the dense kernel, let $\mathbf T=N\sum_im_i\mathbf a_i$ with $m_i=0,\dots,M-1$, and let $U_{\mathbf T}$ be the diagonal operator $e^{-i\mathbf k\cdot\mathbf T}$. Because a Bloch function obeys $\phi_{c\mathbf k}(\mathbf r-\mathbf T)=e^{-i\mathbf k\cdot\mathbf T}\phi_{c\mathbf k}(\mathbf r)$, $U_{\mathbf T}$ translates the electron by $\mathbf T$ with the hole held fixed.

\emph{Statement.} The shift-averaged spectrum is exactly the dense-grid spectrum of
\begin{equation}
H_{\rm avg}=H_0+\sum_{\mathbf T}U_{\mathbf T}KU_{\mathbf T}^\dagger ,
\label{eq:theorem}
\end{equation}
in which the kernel is repeated with the period of the coarse supercell in the electron--hole separation. For the direct term this replaces $W(\mathbf r,\mathbf r')$ by the image sum $W_N(\mathbf r,\mathbf r')=\sum_{\mathbf T\in N\Lambda}W(\mathbf r+\mathbf T,\mathbf r')$ over the superlattice $N\Lambda$. Consequently (a) for $\mathcal K=0$ the average equals the dense spectrum; (b) each shift is one Bloch sector of a periodic array of wells, so a bound exciton appears as a band $E(\boldsymbol\theta)$ whose width is fixed by $N$, with $M$ deciding only where it is sampled; (c) as $M\to\infty$ the average converges to the spectrum of the infinite array of period $N$ and not to that of the isolated exciton; (d) in the band mean the leading tunnelling term cancels, while the expectation value of the image potential survives whole.

\emph{Proof.} Let $H_{\boldsymbol\sigma}=H_0+\mathcal K/N^d$ restricted to class $\boldsymbol\sigma$. The inverse of a block-diagonal matrix is the direct sum of the inverses, so
\begin{equation}
G_{\rm avg}=\frac1{M^d}\sum_{\boldsymbol\sigma}\frac1{N^d}d_{\boldsymbol\sigma}^\dagger(H_{\boldsymbol\sigma}-z)^{-1}d_{\boldsymbol\sigma}
=\frac1{L^d}\,d^\dagger\Big(\bigoplus_{\boldsymbol\sigma}H_{\boldsymbol\sigma}-z\Big)^{-1}d .
\end{equation}
This has the form of Eq.~(\ref{eq:G}) on the dense grid with the dense dipole vector. The kernel part of the direct sum equals $\mathcal K/N^d=M^dK$ between points of the same class and zero between classes. For $\mathbf q=\mathbf k-\mathbf k'=\sum_i\nu_i\mathbf b_i/L$ one has $\mathbf q\cdot\mathbf T=2\pi\sum_i\nu_im_i/M$, and the geometric sums give
\begin{equation}
\sum_{\mathbf T}e^{-i\mathbf q\cdot\mathbf T}=\prod_i\sum_{m_i=0}^{M-1}e^{-2\pi i\nu_im_i/M}=
\begin{cases}M^d & \nu_i\equiv0\ (\mathrm{mod}\ M)\ \text{for all } i,\\ 0&\text{otherwise.}\end{cases}
\end{equation}
The first case is the condition that $\mathbf k$ and $\mathbf k'$ share a class. The matrix element of $U_{\mathbf T}KU^\dagger_{\mathbf T}$ is $e^{-i\mathbf q\cdot\mathbf T}K_{\mathbf{kk}'}$, so the sum over $\mathbf T$ reproduces the kernel part of the direct sum, which proves Eq.~(\ref{eq:theorem}). No property of $\mathcal K$ was used, so exchange is included, and $U_{\mathbf T}$ is independent of the phases chosen for the Bloch functions.

For the direct term, take Bloch functions normalized on one cell and place the electron at $\mathbf x+\mathbf R_1$ and the hole at $\mathbf y+\mathbf R_2$, with $\mathbf x,\mathbf y$ in the home cell. The pair densities $\rho^c=\phi^*_{c\mathbf k}\phi_{c'\mathbf k'}$ and $\rho^v=\phi_{v\mathbf k}\phi^*_{v'\mathbf k'}$ acquire the phases $e^{-i\mathbf q\cdot\mathbf R_1}$ and $e^{+i\mathbf q\cdot\mathbf R_2}$, and $W$ depends on the cells only through $\mathbf R=\mathbf R_1-\mathbf R_2$. Hence
\begin{equation}
\mathcal K^{\rm dir}=-\sum_{\mathbf R\in\Lambda}e^{-i\mathbf q\cdot\mathbf R}w(\mathbf R),\qquad
w(\mathbf R)=\iint\rho^c(\mathbf x)\,W(\mathbf x+\mathbf R,\mathbf y)\,\rho^v(\mathbf y)\,d\mathbf x\,d\mathbf y .
\end{equation}
Multiplying by $e^{-i\mathbf q\cdot\mathbf T}$ and relabelling $\mathbf R+\mathbf T\to\mathbf R$ replaces $w(\mathbf R)$ by $w(\mathbf R-\mathbf T)$. Write $\mathbf R=\mathbf R_0+\mathbf T'$ with $\mathbf R_0$ in the dense supercell of $L^d$ cells and $\mathbf T'\in L\Lambda$, for which $e^{-i\mathbf q\cdot\mathbf T'}=1$. As $\mathbf T'$ and $\mathbf T$ run over their sets, $\mathbf T'-\mathbf T$ runs once over $N\Lambda$, so
\begin{equation}
\sum_{\mathbf T}\big(U_{\mathbf T}K^{\rm dir}U_{\mathbf T}^\dagger\big)_{\mathbf{kk}'}=-\frac1{L^d}\sum_{\mathbf R_0}e^{-i\mathbf q\cdot\mathbf R_0}\,w_N(\mathbf R_0),
\end{equation}
with $w_N$ built from $W_N$. Keeping only $\mathbf T=0$ shows that the true dense calculation has images too, at the larger spacing $L$.

Part (a) is Eq.~(\ref{eq:theorem}) with $K=0$. For (b), $H_{\rm avg}$ is block diagonal in the classes, and on class $\boldsymbol\sigma$ the operator $U_{\mathbf T}$ is the number $e^{-i\boldsymbol\theta\cdot\mathbf m}$ with $\theta_i=2\pi\sigma_i/M$, because $\mathbf k\cdot\mathbf T=2\pi\sum_in_im_i/M$. The block depends on $M$ only through the value of $\boldsymbol\theta$, so there is one function $E(\boldsymbol\theta)$, fixed by $N$, and $M$ decides only where it is sampled. For (c), the sum over shifts is a Riemann sum of $G_{\boldsymbol\theta}(z)$, which is continuous in $\boldsymbol\theta$ at finite $\eta$, and its limit is an integral that depends on $N$. More precisely, if $E(\boldsymbol\theta)=\sum_{\mathbf m}\varepsilon_{\mathbf m}e^{i\boldsymbol\theta\cdot\mathbf m}$, the geometric sums above give $\langle E\rangle_M=\sum_{\mathbf m\in M\mathbb Z^d}\varepsilon_{\mathbf m}$, which tends to $\varepsilon_{\mathbf 0}$. A result that is stable in $M$ has converged to $\varepsilon_{\mathbf0}(N)$ and says nothing about convergence in $N$.

For (d), take the limit of a large dense cell and let $\psi_{\mathbf 0}$ be a nondegenerate bound state of the isolated problem $H_0+K$ with energy $E^\infty$, and $\psi_{\mathbf m}=U_{\mathbf T}\psi_{\mathbf0}$ its translates. Then $H_{\rm avg}\psi_{\mathbf m}=(E^\infty+\Delta_{\mathbf m})\psi_{\mathbf m}$, where $\Delta_{\mathbf m}$ is the sum of all copies of the kernel except the one at $\mathbf m$. The expectation value of $H_{\rm avg}$ in the Bloch sum $\sum_{\mathbf m}e^{i\boldsymbol\theta\cdot\mathbf m}\psi_{\mathbf m}$ reduces, by translation invariance of the array, to
\begin{equation}
E(\boldsymbol\theta)\simeq E^\infty+\frac{\langle\psi_{\mathbf0}|\Delta_{\mathbf0}|\psi_{\mathbf0}\rangle+\sum_{\mathbf m\neq0}e^{i\boldsymbol\theta\cdot\mathbf m}\langle\psi_{\mathbf0}|\Delta_{\mathbf m}|\psi_{\mathbf m}\rangle}{1+\sum_{\mathbf m\ne0}e^{i\boldsymbol\theta\cdot\mathbf m}\langle\psi_{\mathbf0}|\psi_{\mathbf m}\rangle}.
\label{eq:tb}
\end{equation}
This is first-order perturbation theory in the array, valid when the exciton is small compared with the supercell and both numerator terms are small compared with the distance to the next exciton level. To first order in the overlap of translates, the terms with $\mathbf m\neq0$ average to zero, and $\varepsilon_{\mathbf0}=E^\infty+\langle\psi_{\mathbf0}|\Delta_{\mathbf0}|\psi_{\mathbf0}\rangle$ remains, the same for all shifts. This completes the proof.

The chain confirms Eq.~(\ref{eq:tb}). There $\psi_0(r)=\sqrt T\,e^{-\kappa_0|r|}$, and the leading part of $\langle\psi_0|\Delta_{\pm1}|\psi_{\pm1}\rangle$ comes from the well at the origin, $-U\psi_0(0)\psi_0(N)=-UTx$. This gives $\delta E=-2UTx\cos\theta$, and $2UT=4ts^2/c$ reproduces $A$. The image term is $-2UTx^2$, of second order, because a contact well acts only on the tail of $\psi_0$. It is therefore of the same order as the averaged second-order overlap terms dropped above and does not by itself give the mean shift: it increases the binding, whereas Eq.~(\ref{eq:mean}) is negative wherever it applies. A long-range image acts on the body of $\psi_{\mathbf0}$, and the term decays as a power of $N$.

The numerical check tests Eq.~(\ref{eq:theorem}) on a two-band chain with Bloch overlaps, $k$-dependent dipoles and $W(r)=W_0e^{-0.3|r|}$, $W_0=1$ eV, for $N=5$, $M=4$ and $\eta=0.05$ eV. Relative to the peak of the reference spectrum, the average differs from a dense calculation with the explicit real-space image sum by $2\times10^{-15}$ at most, and from the dense calculation with the true $W$ by $0.98$. For $W=0$ the average matches the dense spectrum to rounding error, while a single coarse grid is off by $1.07$.

\section{The Coulomb interaction and the $q\to0$ term}

\subsection{Model and real-space form}

On a simple cubic lattice take $E_{\mathbf k}=t\,\tilde k^2$ with $\tilde k^2=2\sum_i(1-\cos k_i)$ and $t=\hbar^2/2\mu a^2$, a constant dipole, unit overlaps and
\begin{equation}
W(\mathbf q)=\frac{4\pi C}{\tilde q^{\,2}},\qquad C=\frac{e^2}{4\pi\varepsilon_0\varepsilon a},
\end{equation}
which tends to the screened Coulomb form $4\pi C/q^2$ at small $q$. Differences of points of one shifted grid lie on the unshifted coarse mesh whatever $\boldsymbol\theta$ is. With $\psi(\mathbf r)=N^{-3/2}\sum_{\mathbf k}A_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ the convolution $N^{-3}\sum_{\mathbf k'}W(\mathbf k-\mathbf k')A_{\mathbf k'}$ becomes a multiplication, and
\begin{equation}
H^{\boldsymbol\theta}=-t\nabla^2-C\,[v^0_N(\mathbf r)+h],\qquad
v^0_N(\mathbf r)=\frac1{N^3}\sum_{\mathbf q\neq0}\frac{4\pi}{\tilde q^{\,2}}e^{i\mathbf q\cdot\mathbf r}.
\end{equation}
Here $\nabla^2f(\mathbf r)$ is the lattice Laplacian, the sum of $f$ over the six neighbours minus $6f(\mathbf r)$, with $-\nabla^2e^{i\mathbf k\cdot\mathbf r}=\tilde k^2e^{i\mathbf k\cdot\mathbf r}$. The shift enters only through the boundary condition. The constant $h$ is whatever finite value is assigned to the $q=0$ term, the head. It sits on the diagonal of the BSE matrix and moves every level of every shift by $-Ch$. The image sum of a $1/r$ tail diverges, and $v_N^0+h$ is what takes the place of $W_N/C$.

The isolated potential $v_\infty$ has the Brillouin-zone integral in place of the sum. With $1/\tilde q^{\,2}=\int_0^\infty e^{-u\tilde q^2}du$,
\begin{equation}
v_\infty(\mathbf r)=4\pi\int_0^\infty p_u(\mathbf r)\,du,\qquad
p_u(\mathbf r)=\int\frac{d^3q}{(2\pi)^3}e^{-u\tilde q^2+i\mathbf q\cdot\mathbf r}=e^{-6u}I_x(2u)I_y(2u)I_z(2u),
\end{equation}
where $I_n(2u)=(2\pi)^{-1}\int_{-\pi}^{\pi}e^{2u\cos q}e^{iqn}dq$ is the modified Bessel function. Quadrature gives $v_\infty(0)=3.17591$.

\subsection{The constant part of the image potential}

Define $h_N=v_\infty(0)-v_N^0(0)$. The coarse-mesh sum $N^{-3}\sum_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}$ is one on the superlattice and zero elsewhere. Inserting $e^{-u\tilde q^2}=\sum_{\mathbf r}p_u(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}$ gives $N^{-3}\sum_{\mathbf q}e^{-u\tilde q^2}=\sum_{\mathbf m}p_u(N\mathbf m)$. Removing the $q=0$ term $N^{-3}$ and subtracting from $v_\infty(0)$, which cancels the $\mathbf m=0$ term,
\begin{equation}
h_N=4\pi\int_0^\infty du\,\Big[\frac1{N^3}-\sum_{\mathbf m\ne0}p_u(N\mathbf m)\Big].
\end{equation}
The sum matters only for $u$ of order $N^2$ or larger, where small $q$ dominate, $\tilde q^{\,2}\to q^2$ and $p_u\to(4\pi u)^{-3/2}e^{-r^2/4u}$. The neglected $q^4$ terms are of relative order $N^{-2}$. With $u=N^2\tau$ one finds $h_N\to\alpha/N$ and
\begin{equation}
\alpha=4\pi\int_0^\infty d\tau\Big[1-\sum_{\mathbf m\neq0}(4\pi\tau)^{-3/2}e^{-m^2/4\tau}\Big].
\end{equation}
Split the integral at $\tau_0=1/4\pi$. Below $\tau_0$ the constant gives $4\pi\tau_0=1$. The substitution $w=|\mathbf m|/2\sqrt\tau$, with $(4\pi\tau)^{-3/2}=w^3/(\pi^{3/2}|\mathbf m|^3)$ and $|d\tau|=m^2dw/2w^3$, turns each Gaussian term into $-(2/\sqrt\pi|\mathbf m|)\int_{\sqrt\pi|\mathbf m|}^\infty e^{-w^2}dw=-\operatorname{erfc}(\sqrt\pi|\mathbf m|)/|\mathbf m|$. Above $\tau_0$ use the Poisson formula $\sum_{\mathbf m}(4\pi\tau)^{-3/2}e^{-m^2/4\tau}=\sum_{\mathbf n}e^{-4\pi^2n^2\tau}$, which follows from the Fourier series of the periodized Gaussian. The bracket becomes $(4\pi\tau)^{-3/2}-\sum_{\mathbf n\ne0}e^{-4\pi^2n^2\tau}$. Its first term gives $\int_1^\infty y^{-3/2}dy=2$ with $y=4\pi\tau$, and each of the others gives $-4\pi e^{-\pi n^2}/(4\pi^2n^2)$. Together,
\begin{equation}
\alpha=3-\sum_{\mathbf m\ne0}\frac{\operatorname{erfc}(\sqrt\pi|\mathbf m|)}{|\mathbf m|}-\sum_{\mathbf n\neq0}\frac{e^{-\pi n^2}}{\pi n^2}=2.83730 ,
\end{equation}
the Madelung constant of a simple cubic array of point charges in a neutralizing background. Extrapolating $Nh_N$ from the lattice sums gives $2.83731$.

The shift-averaged spectrum is exactly a dense-grid spectrum with the kernel repeated at the period of the coarse supercell, and for the Coulomb model the constant part of the image potential is set by $h_N$, which tends to $\alpha/N$. What remains is the position-dependent part that no choice of head can remove, the numbers of the opening example, and the cases in which the statement changes.
